When uniform trapped holes cancel the field at an oxide's positive electrode

Suppose that radiation fills an insulating oxide with trapped holes, and that the charge is predicted by multiplying the dose by a constant rate of hole production. The prediction has no built-in end: twice the dose gives twice the charge. Yet the rate was constant only because an electric field pulled the freed electrons out of the oxide, and the holes left behind change that field. At some charge density the field disappears at one electrode, and with more charge it would reverse there. Electrons freed in the reversed region would no longer leave, and the constant rate would have lost its basis. Without knowing that density, one cannot tell where the straight-line prediction stops making sense.

Let the oxide fill the space 0 < x < L between two flat electrodes, the positive one at x = 0 and the negative one at x = L. The electrodes are wide compared with L, so all quantities depend on x alone. The potential φ obeys φ(0) = V and φ(L) = 0, with V > 0 held fixed while charge accumulates. Here V is the potential drop across the oxide itself. In a device with a silicon electrode it differs from the applied gate bias by the work-function difference and by the drop inside the silicon. The field is E = −dφ/dx, so E > 0 means that the field points from the positive to the negative electrode and pushes electrons towards x = 0.

Penetrating radiation creates electron–hole pairs evenly through the thickness. The electrons that escape their holes are swept out at once, and the holes stay where they were made. The oxide then holds a charge density ρ > 0, the same at every x and growing with time. The permittivity is ε.

Apply Gauss's law to a thin slab of area A between x and x + Δx. The flux of εE out of its right face minus the flux into its left face equals the charge inside:

εA[E(x + Δx) − E(x)] = ρAΔx.

Dividing by εAΔx and letting Δx shrink gives

dE/dx = ρ/ε.

Since ρ does not depend on x, integration from the positive electrode gives

E(x) = E(0) + ρx/ε.

Gauss's law fixes the slope of the field but not the value E(0). That comes from the held voltage:

V = φ(0) − φ(L) = ∫₀ᴸ E(x) dx = E(0)L + ρL²/(2ε).

Solving for E(0),

E(0) = V/L − ρL/(2ε),

and inserting this in the expression for E(x),

E(x) = V/L + (ρ/ε)(x − L/2).

The field is a straight line that pivots about the middle of the oxide. At x = L/2 it keeps the value V/L whatever the charge. It falls on the side of the positive electrode and rises by the same amount on the other side, because the area under the line must remain V.

For ρ > 0 the line slopes upward, so its smallest value is at x = 0 and nowhere else. The field therefore first vanishes at the positive electrode, when

V/L − ρL/(2ε) = 0.

Multiplying by 2ε/L gives the critical density

ρ_c = 2εV/L².

For any smaller density E(0) is positive, and every other point has a still larger field. At ρ = ρ_c the field is

E(x) = V/L + (2V/L²)(x − L/2) = 2Vx/L²,

which is zero at x = 0, positive everywhere else, and equal to 2V/L at the negative electrode. The field there has doubled.

The charges on the electrodes show what has happened. The surface charge per area on the inner face of the positive electrode is

s₀ = εE(0) = εV/L − ρL/2.

At the negative electrode the field points into the metal, so

s_L = −εE(L) = −εV/L − ρL/2.

The uniform oxide charge, ρL per area, induces half of its opposite charge on each electrode. On the positive electrode this half works against the charge put there by the voltage source. At ρ_c the two cancel, s₀ = 0, and s_L = −ρ_cL: every field line from the holes ends on the negative electrode.

Holding the voltage matters. Suppose instead that the electrodes are charged to a voltage V₀ and then disconnected, with no leakage, and that all the electrons swept out of the oxide collect on the positive electrode. Its surface charge falls from εV₀/L to εV₀/L − ρL, so that

E(0) = V₀/L − ρL/ε.

This vanishes at ρ = εV₀/L², half the earlier value. The voltage at that moment is

E(0)L + ρL²/(2ε) = 0 + V₀/2 = V₀/2.

Putting this remaining voltage into 2εV/L² again gives εV₀/L². The relation between density and present voltage is unchanged; what differs is that the voltage has dropped on the way.

Return to a held voltage and let the density be pushed beyond ρ_c while remaining uniform. The zero of E(x) moves to

x₀ = L/2 − εV/(ρL).

With ρ = mρ_c and m > 1, the second term is L/(2m), so x₀ = (L/2)(1 − 1/m). To the left of x₀ the field is negative and pushes electrons to the right; to the right of x₀ it is positive and pushes them to the left. Electrons from both sides are driven towards x₀, which is a maximum of the potential. Its height follows by integrating the field from x₀ to L:

φ(x₀) = ∫ (ρ/ε)(x − x₀) dx = ρ(L − x₀)²/(2ε).

Since ρL²/(2ε) = mV and 1 − x₀/L = (1 + 1/m)/2, this becomes

φ(x₀) = V(m + 1)²/(4m).

It exceeds V, because (m + 1)² − 4m = (m − 1)² > 0. Electrons that gather at x₀ would neutralize holes there or add negative charge of their own. Uniform accumulation is then inconsistent with the motion of the electrons, so the formulas beyond ρ_c describe an imposed charge, not the further course of irradiation.

The threshold can also be expressed as a voltage shift. Let the negative electrode be silicon, and after irradiation, with the holes fixed, change the oxide voltage to a value v at which the field at the silicon surface is zero. This is the flat-band condition if no other charge is present at the interface. From the general field at x = L,

0 = v/L + ρL/(2ε), so v = −ρL²/(2ε).

Before irradiation v was zero. At ρ = ρ_c it is −V. For uniform charge, then, the field at the positive electrode vanishes when the flat-band shift has become as large as the oxide voltage held during irradiation.

Uniformity enters the numerical factor. If the density varies as ρ(x), Gauss's law gives

E(x) = E(0) + (1/ε)∫₀ˣ ρ(s) ds.

Integrate this over the oxide. The charge at s contributes to the field at all points from s to L, a length L − s, so

V = E(0)L + (1/ε)∫₀ᴸ (L − s)ρ(s) ds,

E(0) = V/L − (1/(εL))∫₀ᴸ (L − s)ρ(s) ds.

Charge near the positive electrode counts almost fully and charge near the negative electrode hardly at all. A thin sheet of charge Q per area at x = a cancels the field at the positive electrode when Q = εV/(L − a). For a sheet close to that electrode this is εV/L, half of the uniform total ρ_cL = 2εV/L; for a sheet close to the other electrode it grows without limit. As long as ρ(x) is nowhere negative, E never decreases with x, and the first zero still includes x = 0. What changes is the amount of charge needed.

For numbers, take a silicon dioxide layer with L = 100 nm, V = 10 V and relative permittivity 3.9, irradiated at 77 K. The material parameters here and below are rough typical values. The initial field is 10 V/100 nm = 1 MV/cm. With ε₀ the vacuum permittivity,

ρ_c = 2 × 3.9ε₀ × 10 V/(100 nm)² = 0.0691 C/cm³.

Dividing by the elementary charge q gives a hole density n_c = 4.31 × 10¹⁷ cm⁻³, or 4.31 × 10¹² cm⁻² over the thickness. The field at the negative electrode rises to 2 MV/cm, and the flat-band oxide voltage is −10 V. If a uniform density of 1.6ρ_c were imposed, the zero of the field would lie at 50 nm × (1 − 1/1.6) = 18.75 nm, and the potential there would be 10 V × 2.6²/6.4 = 10.56 V.

The dose follows from the energy needed per pair, about 17 eV, and the oxide density, about 2.2 g/cm³. One rad is 0.01 J/kg, which creates 8.08 × 10¹² pairs per cm³. Some electrons recombine with their own holes before they separate. A simple form for the fraction that escapes is

Y(E) = E/(E + E_h),

with E_h = 0.5 MV/cm. At the initial field Y = 1/1.5 = 0.667. If the yield kept this value, the critical density would be reached at

D = 4.31 × 10¹⁷/(8.08 × 10¹² × 0.667) rad ≈ 80 krad,

which will be called the ideal dose.

Low temperature is what makes immobile holes reasonable. Take a hopping barrier of 0.40 eV, a hop length of 1 nm and 10¹³ attempts per second. At 2 MV/cm the field lowers the barrier by half the potential drop over one hop, to 0.30 eV. The number of hops in 1000 s is 1000 s × 10¹³ s⁻¹ × exp(−0.30 eV/kT), which is about 2 × 10⁻⁴ at 77 K and 9 × 10¹⁰ at 300 K. A single barrier is a crude picture of a disordered oxide, but the contrast is large: at room temperature these holes would not stay where they were made.

The doubled field is well below a rough breakdown field of 10 MV/cm. Electron tunnelling from the negative electrode can be estimated from the Fowler–Nordheim law, J = aE² exp(−B/E), with

B = 4√(2m)W^(3/2)/(3qħ), a = q³m₀/(16π²ħWm).

For a barrier W = 3.1 eV and a tunnelling mass m = 0.42m₀, where m₀ is the free-electron mass, B is 242 MV/cm, and J at 2 MV/cm is of order 10⁻⁴⁶ A/cm². The law assumes a uniform field; here the field weakens away from the electrode, which widens the barrier and lowers the current further. Tunnelling through defects is not included.

If the gate bias is held instead of V, the silicon takes a changing share. Assume that its surface carries an electron layer throughout. The energy of the lowest level in a triangular well, with mass 0.916m₀ normal to the surface, plus the degenerate filling of two valleys with mass 0.19m₀ in the plane, rises by 0.063 eV when the oxide field doubles. The oxide voltage, and with it ρ_c, is then lower by about 0.6%. The triangular well ignores screening by the electrons themselves, so this is an estimate of size.

The holes are also discrete. Their mean spacing, n_c^(−1/3), is 13.2 nm, and one hole produces a field of 0.084 MV/cm at half that distance, about 8% of the initial field. What vanishes at ρ_c is the field averaged over a plane parallel to the electrodes, not the field at each point.

Two effects of the irradiation itself make the charge uneven. The first is the loss of yield where the field falls. The second is the recapture of electrons by holes that they pass on their way out. To size the second, give each hole a capture disc whose edge lies where its Coulomb field equals the surrounding field:

q/(4πεr²) = E, so σ = πr² = q/(4εE).

At 1 MV/cm, r is 1.92 nm and σ is 1.16 × 10⁻¹³ cm². An electron crossing the whole oxide meets on average σnL such discs. With σ taken at the initial field V/L and n = n_c = 2εV/(qL²),

σn_cL = [qL/(4εV)] × [2εV/(qL²)] × L = 1/2.

The voltage, thickness and permittivity have cancelled. Within this capture picture, neither a thinner oxide nor a higher voltage makes recapture small by the time the threshold is reached. The disc is only an estimate of size: electrons that drifted exactly along the field lines would be captured from an area q/(εE), four times as large, while electrons that pass a hole without losing enough energy would escape it.

Both effects can be followed together. Let F be the flux of electrons towards x = 0 and G the rate of pair creation per volume. Electrons are gained by escape from their own holes and lost by recapture:

−dF/dx = GY(E) − σnF, with F(L) = 0.

An electron that leaves a slice adds one net hole to it, and an electron that enters removes one. The difference between the two flows gives dn/dt = −dF/dx. I solved these equations with 100 slices and 200 second-order time steps per ideal dose, recomputing the field from the charge at every step. The capture radius was not allowed to exceed half the mean hole spacing at n_c.

With yield loss alone, the field at the positive electrode is still 0.09 MV/cm at the ideal dose. It vanishes at 1.12 ideal doses, or 90 krad, when the mean density is 1.08ρ_c. The excess of the mean density over ρ_c has a clear origin. The field increases with x, so the yield does too, and more holes collect near the negative electrode, where the weight L − x is small.

With recapture added, the field at the positive electrode is 0.26 MV/cm at the ideal dose, and it has not vanished when the calculation ends at six ideal doses, or 480 krad. It is then 0.006 MV/cm, while the mean density has reached 2.51ρ_c. This does not contradict the weighted integral. With E(0) nearly zero, a mean density n̄ and a mean hole position x̄ must satisfy n̄(L − x̄) ≈ n_cL/2, which gives

x̄/L ≈ 1 − 1/(2 × 2.51) ≈ 0.80.

The charge has its centre about 80 nm from the positive electrode. The outcome depends strongly on the capture area and on the upper limit set to it. If the area and its limit are both halved, the field vanishes at about 1.5 ideal doses; with half the area and practically no limit, it does not vanish within six. With the full area, whether the field would reach zero at a still larger dose is not settled by this calculation. Nor should its late part be trusted in detail: Gauss's law puts the field at the negative electrode near 2.51 × 2 MV/cm ≈ 5 MV/cm, where the estimates made at 2 MV/cm no longer apply. The same hopping formula then gives about 10⁶ hops in 1000 s at 77 K, so the holes near that electrode would not stay in place. At the other electrode, 0.006 MV/cm is far below the 0.084 MV/cm field of a single hole at half the mean spacing, and kT/(qE) is about 11 nm at 77 K, so electron diffusion, which the equations omit, matters there. The model cannot distinguish so small a field from zero.

A thickness of 100 nm belongs to thick insulating layers; gate oxides of modern logic transistors are only a few nanometres thick, and holes there can escape by tunnelling to the electrodes. Cold, thick oxides come closest to the assumption of immobile holes. Even for them, uniform accumulation is the weak point: in the estimates above, yield loss moves the dose for field collapse from 80 to 90 krad, and recapture moves it further, by an amount that depends on how the capture area is chosen and limited: to about 120 krad in one case above, and beyond 480 krad in others, although the field that remains at 480 krad in those cases is too small for the model to distinguish from zero. At room temperature, hole motion and trapping near the interfaces require a different charge profile from the start. The value 2εV/L² is therefore a firm electrostatic threshold for a uniform charge, while the dose at which a real oxide approaches zero field depends on how far its charge departs from uniformity.
